# How fast correlation-consistent basis sets converge, and what a digit costs

**Question.** A correlation energy is computed for an atom from boron to neon in the basis cc-pVXZ, with cardinal number \(X=2,3,4,\dots\). How many functions does the basis hold, how large is the error left by its finite size, and by what factor does the computing time grow if that error is to shrink tenfold?

**Answer.** The count is a sum over shells. The error needs more: the behaviour of the wave function where two electrons meet, and a measure of how finely \(N\) orbitals resolve that region. Atomic units are used in the algebra and eV for numbers. The error meant here is that of the second-order correlation energy; the Hartree–Fock energy has its own basis error, which is not treated.

## The number of functions

For these atoms cc-pVXZ has \(X+1\) radial functions of s type, \(X\) of p type, and so on down to one with \(l=X\). Each radial function carries \(2l+1\) real spherical components. Put \(n=X+1\), so that angular momentum \(l\) has \(n-l\) radial functions.

Sort them into shells \(m=1,\dots,n\), where shell \(m\) takes one radial function of each \(l=0,\dots,m-1\). A given \(l\) then occurs in shells \(l+1\) to \(n\), which is \(n-l\) times, as required. Shell \(m\) holds \(\sum_{l=0}^{m-1}(2l+1)=m^2\) functions, so

\[
N=\sum_{m=1}^{n}m^2=\frac{n(n+1)(2n+1)}{6}=\frac{(X+1)(X+\tfrac32)(X+2)}{3}.
\]

This gives 14, 30, 55 and 91 functions for \(X=2\) to 5, and \(N\to X^3/3\) for large \(X\). Nothing about the energy follows yet.

## What a finite basis misses

Let \(\Phi\) be the zeroth-order function of an opposite-spin pair and \(\psi_1\) its first-order correction. Near contact, \(r_{12}\to0\), the first-order equation reads \((H_0-E_0)\psi_1=-\Phi/r_{12}\) plus terms that stay finite, so the kinetic energy acting on \(\psi_1\) must equal the singular source \(-\Phi/r_{12}\). On a function of \(r_{12}\) alone, \(-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2=-\nabla^2_{r_{12}}\), and \(\nabla^2 r=2/r\). Trying \(\psi_1\approx c\,r_{12}\Phi\) gives \(-2c/r_{12}=-1/r_{12}\), so \(c=\tfrac12\).

This kink is hard to build from products of smooth orbitals. Its Fourier transform shows how hard. The transform of \(1/r\) is \(4\pi/k^2\), so \(\nabla^2r=2/r\) becomes \(-k^2F(k)=8\pi/k^2\), and the transform of \(r\) is \(F=-8\pi/k^4\) for \(k>0\).

The second-order energy is \(\langle\Phi|1/r_{12}|\psi_1\rangle\). For short distances \(\Phi\) may be replaced by its value at contact. With \(g(\mathbf r)=|\Phi(\mathbf r,\mathbf r)|^2\), the large-\(k\) part is

\[
\int d^3r\,g\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\cdot\frac12\left(-\frac{8\pi}{k^4}\right)
=-\int d^3r\,g\int\frac{4\pi k^2dk}{8\pi^3}\,\frac{16\pi^2}{k^6}
=-8\int d^3r\,g\int\frac{dk}{k^4}.
\]

A relative wavevector \(\mathbf k\) means one electron with \(\mathbf k\) and the other with \(-\mathbf k\). If the orbitals near \(\mathbf r\) resolve wavevectors up to \(K(\mathbf r)\), the components with \(k>K\) are missing. At large \(k\) kinetic energy dominates and different \(k\) are nearly uncoupled, so to leading order the computed energy is too high by

\[
\delta E=\int d^3r\,g\int_K^\infty\frac{8\,dk}{k^4}=\frac83\int\frac{g(\mathbf r)}{K(\mathbf r)^3}\,d^3r .
\]

Same-spin pairs vanish at contact and do not contribute at this order. In a closed-shell determinant, summing \(\varphi_i^2\varphi_j^2\) over all opposite-spin pairs gives \(g=(\rho/2)^2\), with \(\rho\) the density of the correlated electrons.

## A check by angular momentum

The same integrand gives the energy from each \(l\). Split \(\mathbf k\) into a radial part \(k_r\) and a tangential part \(\lambda/r\), with \(\lambda=l+\tfrac12\). One unit of \(l\) covers the tangential area \(2\pi\lambda/r^2\), so

\[
E_l=-\int 4\pi r^2g\,dr\;\frac{2\pi\lambda}{r^2}\,\frac{16\pi^2}{8\pi^3}\int_{-\infty}^{\infty}\frac{dk_r}{(k_r^2+\lambda^2/r^2)^3}.
\]

The last integral is \(\tfrac{3\pi}{8}(r/\lambda)^5\), and the prefactors combine to \(16\pi\). Hence

\[
E_l=-\frac{6\pi^2}{\lambda^4}\int_0^\infty r^5g\,dr .
\]

As a model take two electrons in the 1s orbital of a bare nucleus, with both excited out of it. Scaling lengths by the nuclear charge \(Z\) multiplies \(1/r_{12}\) by \(Z\) and the energy denominators by \(Z^2\); the second-order energy is therefore independent of \(Z\), and \(Z=1\) will do. Then \(g=e^{-4r}/\pi^2\), \(\int r^5e^{-4r}dr=120/4^6\), and \(E_l=-(45/256)\lambda^{-4}\) hartree, or \(-4.783\,\lambda^{-4}\) eV. A direct calculation in a large radial basis gives 0.963 of this at \(l=5\) and 0.997 at \(l=20\).

If the radial functions were complete for each \(l\le X\), summing the missing \(\lambda^{-4}\) terms would give an error proportional to \(X^{-3}\) at leading order. A real set is cut off radially as well, so the two limits must be treated together.

## The error for a given number of functions

Semiclassically, each orbital occupies a volume \((2\pi)^3\) of phase space:

\[
N=\int d^3r\,\frac{4\pi K^3/3}{(2\pi)^3}=\frac{1}{6\pi^2}\int K^3\,d^3r .
\]

Write \(\sqrt g=\sqrt{gK^{-3}}\,\sqrt{K^3}\). The Cauchy–Schwarz inequality gives

\[
\left(\int\!\sqrt g\,d^3r\right)^2\le\int\frac{g}{K^3}\,d^3r\int K^3d^3r=\frac{3\,\delta E}{8}\,6\pi^2N,
\]

and therefore, within this estimate,

\[
\delta E\ \ge\ \frac{4}{9\pi^2N}\left(\int\!\sqrt g\,d^3r\right)^2 ,
\]

with equality for \(K^3\propto\sqrt g\). For a closed shell \(\sqrt g=\rho/2\), and the integral is half the number of correlated electrons. For one pair the best error allowed by this estimate is thus \(4/(9\pi^2N)\) hartree, or \(1.23/N\) eV. This is a floor, and no orbital set that reaches it is constructed here. The estimate assumes large \(K\), which fails in the outer tail, where the optimal \(K\) falls to zero.

Does the shell pattern suit this optimum? For the 1s pair \(K=K_0e^{-2r/3}\), and \(N=K_0^3/(6\pi)=n^3/3\) gives \(K_0=(2\pi)^{1/3}n\). The largest \(\lambda\) is the maximum of \(rK\), which is \(3K_0/(2e)=1.018\,n\). The number of s functions is \(\tfrac1\pi\int K\,dr=3K_0/(2\pi)=0.881\,n\). Both are near \(n\), as in the correlation-consistent pattern.

Multiplying \(K\) by a factor \(s\) multiplies the highest \(\lambda\) and the radial counts by \(s\), \(N\) by \(s^3\), and \(\delta E\) by \(s^{-3}\). This is the origin of the \(1/N\) law. It requires radial functions that improve along with the angular ones: with a fixed radial set, adding higher \(l\) leaves a constant error.

## How soon the law holds

In the model atom the natural orbitals of the pair function were kept in complete shells up to \(n\). For each \(l\) there are \(n-l\) radial functions, taken in order of amplitude. The occupied 1s orbital fills one s place and is counted in \(N\):

| \(n\) | \(N\) | error (eV) | \(N\times\) error (eV) |
|---|---|---|---|
| 3 | 14 | 0.1026 | 1.437 |
| 4 | 30 | 0.0484 | 1.453 |
| 6 | 91 | 0.0161 | 1.464 |
| 22 | 3795 | 0.000388 | 1.472 |

The full model energy is \(-1.270\) eV, so the error falls from 8% of it at \(n=3\) to 1.3% at \(n=6\). In this model the product is nearly constant from the start (for neon in cc-pVXZ it is not, as shown below), although \(N\) is still far from \(n^3/3\). The shell structure explains most of this. An error falling as \(n^{-3}\) means that shell \(m\) gains about \(A/m^4\); the computed gain times \(m^4\) is 13.9 eV at \(m=4\) and 13.3 eV at \(m=22\). Replacing sums by integrals with midpoint limits,

\[
\delta E\approx\sum_{m>n}\frac{A}{m^4}\approx\frac{A}{3(n+\frac12)^3},\qquad
N=\sum_{m\le n}m^2\approx\frac{(n+\frac12)^3}{3}.
\]

The same shifted variable enters both, and the product is about \(A/9\). This is rougher at small \(n\): with constant \(A\) and exact sums, the product at \(n=3\) is 6% below \(A/9\).

The limiting constant, 1.47 eV, is 1.20 times the best value. Natural orbitals are ordered by the amplitude of the pair function, \(4\pi\sqrt g/k^4\), and not by energy. A single amplitude threshold for all \(l\) gives the cutoff \(K^4\propto\sqrt g\), or \(K\propto e^{-r/2}\). Since \(\int e^{-cr}d^3r=8\pi/c^3\), the error relative to the optimum at equal \(N\) is

\[
\frac{\int gK^{-3}d^3r\int K^3d^3r}{(\int\sqrt g\,d^3r)^2}=\frac{2^6}{(\frac52\cdot\frac32)^3}=1.21,
\]

within about 1% of the computed 1.20. The match is not expected to be exact, because the model orders by amplitude only within each \(l\), while the shell pattern fixes the number kept for each \(l\).

## The price of a digit

Suppose the time grows as \(N^4\) at a fixed number of electrons. With \(\delta E\propto1/N\), a tenfold smaller error needs \(10N\) functions and \(10^4\) times the time. In the model, interpolating between shells, the factor is about 10,900 starting from \(n=3\) and 10,100 from \(n=9\).

A set whose error followed \(X^{-3}\) with no shift would be cheaper to improve at first. Then \(X\) must grow by \(10^{1/3}=2.15\), and the count formula gives a factor of about 980 from \(X=3\), 2100 from \(X=5\) and 9900 from \(X=1000\). The two laws share the limit \(10^4\) but differ about tenfold from \(X=3\) and about fivefold from \(X=5\).

## Neon

For a real atom, take neon in second-order perturbation theory (MP2) with the 1s core frozen. The correlation energies for \(X=3,4,5\) are \(-7.193\), \(-7.989\) and \(-8.331\) eV. The step from 3 to 4 is \(-0.796\) eV, and each law predicts the next step from it:

\[
X^{-3}:\quad -0.796\,\frac{1/64-1/125}{1/27-1/64}=-0.283\ \text{eV},
\]
\[
1/N:\quad -0.796\,\frac{1/55-1/91}{1/30-1/55}=-0.378\ \text{eV}.
\]

The computed step, \(-0.343\) eV, lies between them.

Extrapolation multiplies this last step by the ratio of the remaining error to the step. The \(X^{-3}\) law gives a remainder of \(0.343\times64/61=0.36\) eV and a limit of \(-8.69\) eV. The \(1/N\) law gives \(0.343\times55/36=0.52\) eV and \(-8.85\) eV. The spread of 0.16 eV shows how much the result depends on the assumed law. A near-complete radial basis for each \(l\le12\), with the remaining angular tail extrapolated, gives the limit \(-8.714\) eV. The error at \(X=5\) is then 0.38 eV, or 4.4% of the correlation energy. The \(X^{-3}\) estimate is 0.02 eV short of the limit, and the \(1/N\) estimate overshoots it by 0.14 eV. Measured from this limit, \(N\times\) error is 45.6, 39.9 and 34.8 eV for \(X=3,4,5\), while \(X^3\times\) error is 41, 46 and 48 eV. The early constancy of \(N\times\) error found in the model does not carry over to these sets, and in this range \(X^{-3}\) is the better extrapolation.

The best error estimated for eight correlated electrons and 91 functions is \(1.225\times4^2/91=0.22\) eV. The actual error, 0.38 eV, is 1.8 times this value, and its opposite-spin part, 0.36 eV, is 1.7 times it. The cause of the excess was not tested.

Going from \(X=4\) to 5 costs \((91/55)^4=7.5\) times more. A full further digit from \(X=5\) would cost about 2000 times more under the \(X^{-3}\) law and \(10^4\) under the \(1/N\) law. The actual errors at \(X=4\) and 5 fit \((X+0.2)^{-3}\), which would give about 2600. That shift is still changing with \(X\), so the figure is only indicative, and \(10^4\) remains the large-\(X\) limit. That digit concerns the basis error of frozen-core MP2 alone; correlation beyond second order, core correlation and relativity remain outside it.

These factors rest on orbital products having to build the kink. If a term linear in \(r_{12}\) is put into the wave function explicitly, the \(k^{-4}\) tail need not come from the orbitals, and this estimate no longer applies. The numerical check covers the counts, the model atom and the neon energies.

## Computed results

```
X=2: functions per atom = 14
X=3: functions per atom = 30
X=4: functions per atom = 55
X=5: functions per atom = 91
partial-wave coefficient C = 4.7833 eV
l=2: computed/leading-law increment = 0.8680
l=5: computed/leading-law increment = 0.9630
l=10: computed/leading-law increment = 0.9890
l=20: computed/leading-law increment = 0.9967
model pair energy, limit = -1.2698 eV
n=3 N=14: error 0.102635 eV, N*error 1.4369 eV
n=4 N=30: error 0.048420 eV, N*error 1.4526 eV
n=5 N=55: error 0.026546 eV, N*error 1.4600 eV
n=6 N=91: error 0.016089 eV, N*error 1.4641 eV
n=10 N=385: error 0.003817 eV, N*error 1.4697 eV
n=16 N=1496: error 0.000984 eV, N*error 1.4714 eV
n=22 N=3795: error 0.000388 eV, N*error 1.4716 eV
exponent of 1/N, n=4 to 6: 0.993
exponent of 1/N, n=18 to 22: 1.000
shell m=4: gain*m^4 = 13.879 eV
shell m=6: gain*m^4 = 13.553 eV
shell m=10: gain*m^4 = 13.369 eV
shell m=22: gain*m^4 = 13.279 eV
limiting N*error, model = 1.4716 eV
best N*error, estimate = 1.2254 eV
model/best = 1.201
amplitude ordering/best, estimate = 1.214
ideal highest (l+1/2)/n = 1.018
ideal number of s functions/n = 0.881
model digit from n=3: N to 143, cost x 10851
model digit from n=5: N to 554, cost x 10286
model digit from n=9: N to 2855, cost x 10072
digit if error ~ X^-3, from X=3: cost x 976
digit if error ~ X^-3, from X=5: cost x 2087
digit if error ~ X^-3, from X=10: cost x 4216
digit if error ~ X^-3, from X=1000: cost x 9904
Ne MP2 correlation, X=2: -5.0483 eV
Ne MP2 correlation, X=3: -7.1926 eV
Ne MP2 correlation, X=4: -7.9885 eV
Ne MP2 correlation, X=5: -8.3312 eV
Ne step X=4 to 5, computed: -0.3427 eV
Ne step predicted by X^-3: -0.2834 eV
Ne step predicted by 1/N: -0.3778 eV
Ne X=5: best error for this N, estimate 0.2155 eV
Ne limit by X^-3, X=4,5: -8.6908 eV, error at X=5 0.3595 eV
Ne limit by 1/N, X=4,5: -8.8548 eV, error at X=5 0.5236 eV
cost ratio X=5 to X=4 at N^4: 7.49
```
